# Why semilocal functionals overstabilise the hemibonded water–hydroxyl complex

**Q.** I model hydroxyl radicals in an oxidising polishing slurry. With a semilocal functional, water attaches to the radical oxygen to oxygen almost as readily as through a hydrogen bond. What are these two structures?

**A.** In the hydrogen-bonded form, HO–H···OH$_2$, the radical donates its hydrogen to the water oxygen. In the hemibonded form, H$_2$O···OH, a filled p orbital of water points at the half-filled p orbital of OH, so three electrons occupy two orbitals.

Take first two identical orbitals with energy $\varepsilon$, overlap $S>0$ and coupling $\beta$, and leave out repulsion between the electrons. The combinations $\sigma$ and $\sigma^*$ have energies $(\varepsilon+\beta)/(1+S)$ and $(\varepsilon-\beta)/(1-S)$. Subtract $\varepsilon$ and write $\beta-\varepsilon S=-\tau$, with $\tau>0$:

$$e_\sigma=-\frac{\tau}{1+S},\qquad e_{\sigma^*}=+\frac{\tau}{1-S}.$$

Three electrons then give

$$2e_\sigma+e_{\sigma^*}=\tau\,\frac{-2(1-S)+(1+S)}{1-S^2}=-\tau\,\frac{1-3S}{1-S^2},$$

which binds if $S<1/3$. Four electrons give

$$2e_\sigma+2e_{\sigma^*}=\frac{4S\tau}{1-S^2}>0,$$

which repels. The hemibond therefore depends on the missing electron, the hole.

**Q.** Water and OH are not identical. Where does the hole sit?

**A.** Mostly on OH. Use orthogonalised orbitals and two states: neutral H$_2$O···OH at energy zero, and H$_2$O$^+$···OH$^-$ at energy $\Delta>0$, coupled by $t$. Let $q$ be the weight of the second state, which is the share of the hole on water. With the favourable relative sign of the amplitudes $\sqrt{1-q}$ and $\sqrt q$,

$$E(q)=q\Delta-2|t|\sqrt{q(1-q)}.$$

Put $q=\sin^2\theta$. Then $q=(1-\cos2\theta)/2$ and $2\sqrt{q(1-q)}=\sin2\theta$, so

$$E=\tfrac12\Delta(1-\cos2\theta)-|t|\sin2\theta,\qquad \frac{dE}{d\theta}=\Delta\sin2\theta-2|t|\cos2\theta=0.$$

Hence $\tan2\theta=2|t|/\Delta$. Inserting the matching sine and cosine gives $E_{\min}=\tfrac12\Delta-\tfrac12\sqrt{\Delta^2+4t^2}$, which is about $-t^2/\Delta$ for weak coupling. The hemibond is paid for by $\Delta$: a theory that makes partial charge transfer too cheap makes the bond too strong.

**Q.** Why would a semilocal functional get that price wrong? It should know the energies of water, OH and their ions.

**A.** It can be much better for whole electrons than for fractions. Separate the molecules and move a fraction $q$ of an electron from water to OH. In exact theory this is a mixture of two integer states, and its energy is the straight line

$$E_{\rm line}(q)=(1-q)E(0)+qE(1).$$

To see what a semilocal functional does, take one orbital with occupation $f$ and self-repulsion integral $J$. The Hartree energy contains $\tfrac12 f^2J$, because it is quadratic in the density. Local exchange for a density $f|\phi|^2$ of one spin scales as $f^{4/3}$. Suppose that it cancels the self-repulsion at $f=1$. What remains is

$$\tfrac12J\left(f^2-f^{4/3}\right)<0\qquad(0<f<1),$$

since $f^2<f^{4/3}$ there. The fraction lies below the line although both ends are right. This is a one-orbital estimate for local exchange; in a molecule, gradient terms and the other electrons change the curve. I therefore use a quadratic form, fixed by a calculation at half transfer:

$$E_{\rm semi}(q)\approx E_{\rm line}(q)-\tfrac12Kq(1-q),\qquad K>0.$$

**Q.** And Hartree–Fock?

**A.** It errs the other way. Exact exchange cancels $\tfrac12f^2J$ at every $f$, so for fixed orbitals the energy is linear in $f$. The orbitals are then optimised at each $f$. A minimum taken over linear functions is concave, so it lies on or above the line joining its ends.

For half an electron moved from water to OH at infinite separation, the deviation from the line is $-2.57$ eV for PBE and $+1.15$ eV for Hartree–Fock. PBE0, which has one quarter exact exchange, gives $-1.59$ eV when evaluated on the PBE densities. The cost of moving a whole electron, in the same 6-31+G* basis, differs much less between the methods: 10.92 eV for PBE, 11.08 eV for PBE0 and 11.29 eV for Hartree–Fock. The large disagreement is about fractions.

**Q.** An error of 2.57 eV would swamp any hydrogen bond. What happens when the molecules touch?

**A.** Much of it cancels. Let $C=e^2/(4\pi\varepsilon_0R)$ be the attraction of unit charges at distance $R$. In the two-state wavefunction the ions are present with weight $q$, so the attraction is $-qC$. A mean-field density has charges $+q$ and $-q$, whose attraction is $-q^2C$. The mean field is too high by

$$-q^2C-(-qC)=q(1-q)C.$$

At 0.23 nm, $C=6.26$ eV. At $q=\tfrac12$ the correction is $6.26/4=1.57$ eV, and the PBE deviation becomes $-2.57+1.57=-1.00$ eV. The hole is still favoured when shared.

Exact exchange needs one more term. If the electron that can fill the hole, which has the same spin as the missing electron, occupies one orbital spread over both molecules, with weights $1-q$ and $q$, its exchange energy contains the cross term $-\tfrac12\cdot2q(1-q)C=-q(1-q)C$. This removes the excess completely in Hartree–Fock and by one quarter in PBE0. For a shared hole the midpoint deviations are therefore

- PBE: $-2.57+1.57=-1.00$ eV;
- PBE0: $-1.59+\tfrac34(1.57)=-0.41$ eV;
- Hartree–Fock: $+1.15$ eV.

The values "at contact" in the numerical output include the Hartree correction alone. They suit PBE, but for PBE0 and Hartree–Fock they lack this cross term. Semilocal exchange has no such term between densities that do not overlap. All of this is a point-charge estimate, crude at 0.23 nm. The Coulomb integral between the Hartree–Fock frontier orbitals of water and OH$^-$ at this distance is 6.84 eV instead of 6.26 eV, which would change the PBE value from $-1.00$ to $-0.86$ eV.

**Q.** How does the error change the bond itself?

**A.** Let $K_c$ be the curvature left at contact and add $w(q)=-\tfrac12K_cq(1-q)$ to the two-state energy. With $q(1-q)=\tfrac14\sin^22\theta$, this is $-\tfrac18K_c\sin^22\theta$, with derivative $-\tfrac12K_c\sin2\theta\cos2\theta$. The stationary condition becomes

$$\Delta\sin2\theta-2|t|\cos2\theta-\tfrac12K_c\sin2\theta\cos2\theta=0,$$

$$\tan2\theta=\frac{2|t|}{\Delta-\tfrac12K_c\cos2\theta}.$$

The price of transfer has dropped from $\Delta$ to $\Delta-\tfrac12K_c\cos2\theta$, so more of the hole moves to water.

The energy error can be bracketed within this model. Let $q_0$ minimise $E$ and $q_s$ minimise $E+w$. Since $E(q_s)\ge E(q_0)$, the error $\delta E=E(q_s)+w(q_s)-E(q_0)$ is at least $w(q_s)$. Since $q_s$ minimises the sum, $\delta E$ is at most $w(q_0)$. Thus

$$w(q_s)\le\delta E\le w(q_0).$$

For $K_c>0$ both ends are negative or zero: the functional overbinds whenever the hole is shared.

**Q.** Now the real pair. What did you calculate?

**A.** Both forms at fixed geometries, the same for every method. The O–H length is 0.097 nm in OH and 0.096 nm in water, whose angle is 104.5°. In the hemibonded form the O···O distance is 0.23 nm, the OH bond is perpendicular to the O···O line, and the water bisector points to the opposite side, tilted 20° from the perpendicular and away from OH. In the hydrogen-bonded form the O···O distance is 0.29 nm, the hydrogen lies on the O···O line, and the water bisector is tilted 30° from it. Each complex has a mirror plane, with the water hydrogens on either side and the hole in an in-plane orbital. These are model geometries, not optimised minima.

The basis is 6-31+G*. The reference, called CCSD(T) below, is the MP2 energy in that basis plus the difference between CCSD(T) and MP2 in the smaller 6-31G*, with frozen cores. It leaves out excitations beyond perturbative triples and has a finite-basis error. Binding energies are relative to the rigid separated molecules and are not corrected for the borrowing of basis functions between them.

| Method | Hemibonded (eV) | H-bonded (eV) | Gap (eV) |
|---|---:|---:|---:|
| PBE | −0.308 | −0.334 | +0.027 |
| PBE0 | −0.159 | −0.337 | +0.178 |
| Hartree–Fock | +0.078 | −0.283 | +0.362 |
| CCSD(T) | −0.053 | −0.316 | +0.264 |

The gap is $G=E_{\rm hemi}-E_{\rm HB}$, so a positive value favours the hydrogen bond. Gaps were taken before rounding, so they can differ by 0.001 eV from the difference of the printed energies. The PBE gap is too small by 0.237 eV relative to CCSD(T).

**Q.** Could PBE simply be wrong about the hydrogen bond?

**A.** The monomer energies cancel in the gap, so its error is the difference of two binding errors:

$$\delta G=\delta E_{\rm hemi}-\delta E_{\rm HB}=-0.255-(-0.018)=-0.237\ \text{eV}.$$

Nearly all of it comes from the hemibond. The spin found on water shows the difference in character. In PBE it is 0.143 in the hemibonded form and 0.001 in the hydrogen-bonded form. In the latter the half-filled orbital is perpendicular to the O···O line and barely couples to water, so $q\approx0$ and $w(q)\approx0$.

**Q.** The hemibonded oxygens are also much closer together. Perhaps PBE is just poor at short distance.

**A.** Keep the atoms where they are and turn the hole. Put it in the OH p orbital perpendicular to the mirror plane. The in-plane p orbitals then hold four electrons. The water orbital that points at OH is even under reflection and the hole orbital is odd, so their coupling vanishes. The PBE spin on water is 0.000 in this state.

The complex is now repulsive, as the four-electron formula says: its binding energy is $+0.477$ eV in PBE and $+0.537$ eV in MP2. PBE is lower than MP2 by 0.060 eV here, but by 0.274 eV with the hole in the bond. Distance, atoms and electron number are unchanged, and about four fifths of the discrepancy has gone. The comparison is with MP2 in both states. Going from MP2 to CCSD(T) lowers the hemibond by about 0.02 eV more than the state with the hole turned, so against CCSD(T) the share that disappears is about three quarters.

**Q.** Does your two-state estimate reproduce the size of the error?

**A.** Roughly. Take the spin on water as $q$, which is an approximation because populations depend on how space is divided. A midpoint deviation $D$ corresponds to $w(q)=4Dq(1-q)$, since $q(1-q)=\tfrac14$ at the midpoint. For PBE,

$$w=4(-1.00)(0.143)(0.857)=-0.49\ \text{eV}.$$

The computed binding error, $-0.255$ eV, lies above this lower limit, as the bracket requires. For PBE0 the spin on water is 0.086, so $w=4(-0.41)(0.086)(0.914)=-0.13$ eV, against a computed error of $-0.159+0.053=-0.106$ eV.

The model should not be pushed further. Take $\Delta$ as the full transfer energy minus $C$, for PBE $10.92-6.26=4.66$ eV. The stationary condition with $q=0.143$ then needs $|t|\approx0.9$ eV. The same steps with the Hartree–Fock spin on water, 0.029, need $|t|\approx1.7$ eV. The model assumes a single $t$. The coupling may really differ between the methods, the point-charge estimate may exaggerate how much the price varies, or the spin on water may be a poor measure of $q$; these numbers cannot tell which. It gives the sign, the ordering and the scale.

**Q.** Is the fault in the energy expression, or in the density that PBE finds?

**A.** The two are linked, and one calculation shows how. Evaluated on Hartree–Fock densities, where the hole is more localised, PBE gives a gap of $+0.260$ eV. With its own densities the gap is $+0.027$ eV. Letting the density relax therefore lowers the hemibonded form by 0.233 eV more than the other form. The PBE energy rewards spreading the hole, and the self-consistent density accepts the reward.

The closeness of $+0.260$ eV to the CCSD(T) value does not show that PBE is accurate on the true density. By the argument about fractions, Hartree–Fock should err towards localisation, and two errors may cancel. I have not computed the coupled-cluster density, so I cannot divide the error between functional and density.

**Q.** Would better densities then cure every hemibond?

**A.** No. Consider two identical molecules sharing a positive hole, for which $\Delta=0$. Then $\tan2\theta$ diverges and $q=\tfrac12$, both without $w$ and with the semilocal $w$, for which $K_c>0$. (For $K_c<-4|t|$, the sign found in Hartree–Fock, the hole would instead localise on one side.) The shared density is already right in this model, yet the energy is wrong by

$$w(\tfrac12)=-\tfrac18K_c.$$

The error sits entirely in the functional. It also grows as the molecules separate, because the compensating term $\tfrac14C$ dies away while $K$ stays.

The neutral pair behaves differently at large distance. There $t\to0$ and $C\to0$, and for small $q$ the energy is $q(\Delta-\tfrac12K)$. In PBE $\Delta=10.92$ eV and $\tfrac12K=4\times2.57=10.28$ eV, so the slope is about $+0.6$ eV. The hole returns to OH and the error disappears. That slope is a small difference of large numbers and rests on the quadratic form, so its sign is only indicated. A partner that gives up its electron more easily could make the slope negative, and a semilocal functional would then transfer a spurious fraction of an electron even between distant molecules.

**Q.** Is this peculiar to PBE, and should I just add exact exchange until the answer is right?

**A.** BLYP, evaluated on the PBE densities, gives a gap of $+0.034$ eV, an error of $-0.230$ eV. Two semilocal functionals of different construction thus agree closely with each other and not with CCSD(T).

Exact exchange raises the gap. From PBE to PBE0 the error shrinks from $-0.237$ to $-0.086$ eV, and the spin on water falls from 0.143 to 0.086. BHandHLYP, with one half exact exchange and evaluated on the PBE0 densities, has an error of $+0.016$ eV; with its own self-consistent densities the error is $-0.011$ eV. Hartree–Fock overshoots, with an error of $+0.098$ eV. About half of this comes from its missing correlation: adding the PBE correlation energy, evaluated on the Hartree–Fock densities, leaves an error of $+0.050$ eV. More exact exchange is therefore not better without limit. The good result of BHandHLYP belongs to this pair at these geometries, and another property may call for another fraction.

**Q.** How firm is the number?

**A.** In a larger basis, aug-cc-pVDZ on oxygen and cc-pVDZ on hydrogen, the PBE gap moves by $-0.021$ eV. The reference, shifted by the MP2 change, moves by $-0.049$ eV. The gaps become $+0.006$ eV and $+0.215$ eV, and the PBE error becomes $-0.209$ eV, or $-4.8$ kcal/mol. I would quote an error of about 0.2 eV for the hemibond at 0.23 nm. The change of basis moves it by 0.028 eV, and a triple-zeta basis gives about the same error, $-0.20$ eV. The separate binding energies in the table are less firm than the gap: in the triple-zeta basis the PBE and MP2 values become less binding by 0.05 to 0.09 eV. With the MP2 shift, the reference hemibond at 0.23 nm is close to zero binding, so its small negative value in the table should not be read as proof of a bond at that distance.

The CCSD(T) correction to the MP2 gap depends little on the choice between the two smallest bases: it is $-0.036$ eV in 6-31G* and $-0.040$ eV in 6-31G. Neither basis has diffuse functions. In 6-31+G*, which has them on oxygen, the correction is $-0.045$ eV, so the reference gap in the table would fall by 0.009 eV, to $+0.255$ eV. The triples contribute $-0.009$ eV. Turning the hole out of plane in the hydrogen-bonded form costs 0.018 eV in MP2, so the in-plane choice is the lower of the two.

**Q.** So PBE does not actually prefer the hemibond?

**A.** Not at these geometries: it makes the two forms nearly equal, while the reference clearly favours the hydrogen bond. Relaxation could alter the PBE order, since a gap of 0.006 eV is too small to settle it. For the reference, stretching the hemibond from 0.23 to 0.26 nm lowers the MP2 energy by 0.058 eV. With the hydrogen-bonded form held fixed, that step would reduce the gap by about a quarter. I have not searched for the minima or included zero-point motion.

**Q.** What does this mean for my slurry?

**A.** Slurries that contain hydrogen peroxide and an iron catalyst can produce hydroxyl radicals, and there the radical is surrounded by water. The isolated pair is far from that environment. A tempting estimate puts each complex in a spherical cavity of radius $a=0.28$ nm in a medium of relative permittivity $\varepsilon_r=78$. A fixed dipole $\mu$ gains

$$U=-\frac{\varepsilon_r-1}{2\varepsilon_r+1}\,\frac{\mu^2}{4\pi\varepsilon_0a^3}.$$

The PBE dipoles are 2.14 D for the hemibonded and 4.45 D for the hydrogen-bonded form, so this formula favours the latter and widens the gap by 0.21 eV. That answer is misleading. In the hemibonded form the dipoles of water and OH largely cancel in the sum, yet each still polarises the medium next to it. A conductor-like continuum with a cavity that follows the atoms includes this. In PBE it lowers the hemibonded form by 0.48 eV and the hydrogen-bonded form by 0.42 eV, so the gap narrows by about 0.06 eV, with van der Waals radii scaled by 1.2. This small difference depends on the cavity: on fixed PBE densities the gap changes by $-0.09$, $-0.04$ and $0.00$ eV for scale factors 1.0, 1.2 and 1.4, and on Hartree–Fock densities with the factor 1.2 it changes by $+0.01$ eV. The continuum shows that the change is much smaller than 0.21 eV, but it does not fix the sign. Even this replaces the hydrogen bonds of the liquid by a continuum. The gas-phase gap is therefore not the free-energy difference in your slurry.

The functional error still matters. At room temperature $k_BT$ is about 0.026 eV, so the PBE error of 0.21 eV is some eight times $k_BT$. If the same error carried over to the liquid unchanged, a semilocal simulation would overpopulate hemibonded contacts, relative to hydrogen-bonded ones, by a factor of about $e^8\approx3000$ at an O···O distance of 0.23 nm. The error falls quickly with distance: at 0.26 nm PBE lies 0.153 eV below MP2 instead of 0.274 eV. If the other corrections stayed the same, the error there would be about 0.09 eV and the factor about 30. Conclusions about how the radical moves or reacts near the polished surface would inherit that bias. Before relying on such a simulation, compare the gap of a small cluster taken from it with a coupled-cluster value, and choose a hybrid that reproduces both the gap and the hydrogen bond.

## Table of computed values

```
O-H in OH 0.097 nm; O-H in water 0.096 nm; water angle 104.5 deg
O...O hemibonded 0.23 nm, stretched 0.26 nm, hydrogen-bonded 0.29 nm
HF    full transfer 11.29 eV; midpoint deviation +1.15 eV; at contact +2.72 eV
PBE   full transfer 10.92 eV; midpoint deviation -2.57 eV; at contact -1.00 eV
PBE0  full transfer 11.08 eV; midpoint deviation -1.59 eV; at contact -0.02 eV (on PBE densities)
Point-charge attraction at hemibond distance 6.26 eV
PBE   spin on water: hemibonded 0.143, H-bonded 0.001
PBE0  spin on water: hemibonded 0.086, H-bonded -0.001
HF    spin on water: hemibonded 0.029, H-bonded -0.002
PBE spin on water in control state 0.000
MP2 energy change on stretching the hemibond -0.058 eV
H-bonded, hole turned out of plane: MP2 change +0.018 eV
CCSD(T)-MP2 part of gap: -0.036 eV in 6-31G*, -0.040 eV in 6-31G
Triples part of gap -0.009 eV
PBE       binding: hemibonded -0.308 eV, H-bonded -0.334 eV
PBE0      binding: hemibonded -0.159 eV, H-bonded -0.337 eV
HF        binding: hemibonded +0.078 eV, H-bonded -0.283 eV
MP2       binding: hemibonded -0.034 eV, H-bonded -0.334 eV
CCSD(T)   binding: hemibonded -0.053 eV, H-bonded -0.316 eV
PBE       gap +0.027 eV = +0.62 kcal/mol; error -0.237 eV
PBE0      gap +0.178 eV = +4.10 kcal/mol; error -0.086 eV
HF        gap +0.362 eV = +8.34 kcal/mol; error +0.098 eV
MP2       gap +0.300 eV = +6.91 kcal/mol; error +0.036 eV
CCSD(T)   gap +0.264 eV = +6.08 kcal/mol; error +0.000 eV
BLYP      gap +0.034 eV = +0.79 kcal/mol; error -0.230 eV
BHandHLYP gap +0.280 eV = +6.45 kcal/mol; error +0.016 eV
(BLYP on PBE densities, BHandHLYP on PBE0 densities)
PBE binding error against CCSD(T): hemibonded -0.255 eV, H-bonded -0.018 eV
Control binding: PBE +0.477 eV, MP2 +0.537 eV
PBE minus MP2 binding: hemibonded -0.274 eV, control -0.060 eV
PBE gap on Hartree-Fock densities +0.260 eV
Finer-grid shift of PBE gap +0.0004 eV
Hemibonded Hartree-Fock <S^2> 0.7579 (pure doublet 0.75)
Dipoles (PBE): hemibonded 2.14 D, H-bonded 4.45 D
Cavity radius 0.28 nm, relative permittivity 78 (rough)
Reaction-field change of gap +0.212 eV
Larger-basis shift of gap: PBE -0.021 eV, reference via MP2 -0.049 eV
Larger-basis gap: PBE +0.006 eV, CCSD(T) estimate +0.215 eV
Larger-basis PBE gap error -0.209 eV = -4.82 kcal/mol
```
